# Steady Substrate Spalling Depth Beneath a Stressed Film, Derived Two Ways

## Definitions, conventions and the result

A film of thickness $h$ is bonded to a half-space with the same isotropic elastic constants. It carries a uniform tensile misfit stress $\sigma$; the substrate is initially unstressed. A long crack has entered from a free edge and runs parallel to the surface at depth $d>h$ below it. The deformation is plane strain, with $E'=E/(1-\nu^2)$ and $\nu'=\nu/(1-\nu)$.

The tip is at $x=y=0$, the crack on $x<0$, the free surface at $y=d$, and growth is towards $+x$. Ahead of the tip
$$\sigma_{yy}=\frac{K_I}{\sqrt{2\pi x}},\qquad \sigma_{xy}=\frac{K_{II}}{\sqrt{2\pi x}} .$$
Vectors are ordered (normal, shear). The jump $\delta$ is the displacement above the crack minus that below it, and $s=-x$ is the distance behind the tip.

The criterion is that a crack keeps a straight path when $K_{II}=0$. The result is
$$\frac{d^*}{h}=\frac{1}{1-\tan\omega/\sqrt3},\qquad K_I=\frac{\sigma h}{\sqrt{2d^*}\cos\omega},\qquad \omega\simeq52.08^\circ, \tag{1}$$
so $d^*\simeq3.86\,h$. Plate force and moment alone do not give this depth: they fix the energy release rate, while the angle $\omega$, which divides it between the two modes, comes from the elastic field at the tip. Growth also requires $K_I\ge K_{Ic}$.

## Common ground: loads and elastic response

**Loads.** Before cracking, the film stress puts no traction on $y=0$ and has no singularity. Behind the tip the final layer has a free end, so its force and moment vanish. The release problem must therefore supply a compressive force $P=\sigma h$ acting at the film's centre, a distance $(d-h)/2$ above mid-layer. Referred to mid-layer,
$$P=\sigma h,\qquad M=\tfrac12\sigma h(d-h). \tag{2}$$
Positive $M$ compresses the top of the layer, bends it upwards and opens the crack. The release stress in the layer is
$$\sigma_{xx}=-\frac Pd-\frac{12M}{d^3}\Big(y-\frac d2\Big). \tag{3}$$

**Response to a jump.** Set $d=1$ and use $\hat f(k)=\int f e^{ikx}dx$, so that $\partial_x\to-ik$. With an Airy function $f(y)e^{-ikx}$,
$$\sigma_{yy}=-k^2f,\quad \sigma_{xy}=ikf',\quad E'u_x=\frac ik(f''+\nu'k^2f),\quad E'u_y=\frac{f'''}{k^2}-(2+\nu')f'.$$
The last two follow from Hooke's law and $f''''-2k^2f''+k^4f=0$. Tractions, hence $f$ and $f'$, are continuous at $y=0$, so $E'\delta_y=[f''']/k^2$ and $E'\delta_x=i[f'']/k$, where brackets denote jumps.

Let $\kappa=|k|$. In an infinite body take $f=(A+By)e^{-\kappa y}$ above and $(A+Cy)e^{\kappa y}$ below. Continuity of $f'$ gives $B-C=2\kappa A$. Then $[f''']=-2\kappa^3A+3\kappa^2(B-C)=4\kappa^3A$ and $[f'']=-2\kappa(B+C)$. With $D=f'(0)=B-\kappa A=(B+C)/2$,
$$A=\frac{E'\delta_y}{4\kappa},\qquad D=\frac{ikE'\delta_x}{4\kappa}.$$
At the intended free surface this field has
$$f(1)=[(1+\kappa)A+D]e^{-\kappa},\qquad f'(1)=[-\kappa^2A+(1-\kappa)D]e^{-\kappa}.$$
Both are cancelled by adding $g=[a_0+b_0(y-1)]e^{\kappa(y-1)}$, with $a_0=-f(1)$ and $b_0=\kappa f(1)-f'(1)$. At the crack plane
$$g(0)=e^{-\kappa}[f'(1)-(1+\kappa)f(1)]=-e^{-2\kappa}[(1+2\kappa+2\kappa^2)A+2\kappa D],$$
$$g'(0)=-e^{-\kappa}[(1-\kappa)f'(1)+\kappa^2f(1)]=-e^{-2\kappa}[2\kappa^3A+(1-2\kappa+2\kappa^2)D].$$
Inserting $f+g$ in the tractions gives
$$\hat t=-\frac{E'|k|}{4}S\hat\delta,\quad S=aI+cL,\quad L=\begin{pmatrix}1&ik\\-ik&-1\end{pmatrix}, \tag{4}$$
$$a=1-(1+2k^2)e^{-2|k|},\qquad c=-2|k|e^{-2|k|}.$$
A direct solution of the six boundary conditions, at five wave numbers and two values of $\nu'$, agrees with (4) to $2\times10^{-16}$ in units with $E'=1$.

## First derivation: energy balance and a dislocation equation

Under fixed end loads, the work done is twice the stored energy, so the energy released per unit advance equals the energy stored in a unit length of layer. The half-space adds nothing for a long crack, because its strains die out away from the tip. From (3),
$$G=\int_0^d\frac{\sigma_{xx}^2}{2E'}dy=\frac1{2E'}\left(\frac{P^2}{d}+\frac{12M^2}{d^3}\right). \tag{5}$$
The cross term vanishes because $P$ acts at mid-layer.

Near the tip, each jump component is $\delta=(8K/E')\sqrt{s/2\pi}$, as confirmed below. Closing a short length $\ell$ of crack therefore costs, per unit length and per mode,
$$\frac1{2\ell}\int_0^\ell\frac{K}{\sqrt{2\pi x}}\frac{8K}{E'}\sqrt{\frac{\ell-x}{2\pi}}\,dx=\frac{2K^2}{\pi E'\ell}\cdot\frac{\pi\ell}{2}=\frac{K^2}{E'} .$$
Hence $K_I^2+K_{II}^2=E'G$. Define
$$p=\frac{P}{\sqrt d},\qquad m=\frac{2\sqrt3M}{d^{3/2}}.$$
The stress intensity factors are linear in $p$ and $m$, and $K_I^2+K_{II}^2=\frac12(p^2+m^2)$ for all loads. The map from $(p,m)$ to $(K_I,K_{II})$ is thus an orthogonal matrix divided by $\sqrt2$. Call its first column $(\cos\omega,\sin\omega)$. The second is $\pm(\sin\omega,-\cos\omega)$; the upper sign holds because an opening moment gives $K_I>0$ and $\omega$ proves to lie between $0$ and $90^\circ$. Therefore
$$K_I=\frac{p\cos\omega+m\sin\omega}{\sqrt2},\qquad K_{II}=\frac{p\sin\omega-m\cos\omega}{\sqrt2}. \tag{6}$$

One number is missing. Let $b=d\delta/dx$, so $\hat\delta=i\hat b/k$. Inverting (4) for a crack free of traction gives, with $X=s-s_0$,
$$\int_0^\infty N(s-s_0)\,b(s)\,ds=0\quad(s_0>0), \tag{7}$$
$$N_{yy,xx}=-\frac{E'}{4\pi}\int_0^\infty[1-(1\pm2k+2k^2)e^{-2k}]\sin kX\,dk,$$
$$N_{yx}=-N_{xy}=-\frac{E'}{2\pi}\int_0^\infty k^2e^{-2k}\cos kX\,dk,$$
where the upper sign belongs to $yy$. The unscreened part of $N$ is $-E'/(4\pi X)$. Acting on $b=-4K/(E'\sqrt{2\pi s})$, it gives at $x>0$ the traction
$$\frac{K}{\pi\sqrt{2\pi}}\int_0^\infty\frac{ds}{\sqrt s\,(s+x)}=\frac K{\sqrt{2\pi x}},$$
which confirms the tip opening used above.

Far behind the tip, the plate solution fixes $b$. At the layer's bottom (3) gives $E'u_x'=-P+6M$, and the curvature is $E'u_y''=12M$. Thus
$$E'b\to(-12Ms+\text{const},\;-P+6M). \tag{8}$$
Equation (7) was solved with $s=\tau^2$ and nodes midway between collocation points, at a step $0.025$ in $\tau$. Nodal values were free up to $s=36$. Beyond that, (8) was used with a free constant and decaying terms in $1/s$ and $1/s^2$, and the equations were satisfied by least squares. Neither (5) nor (6) enters this calculation. For $d=1$ it gives

- $P=1$: $(K_I,K_{II})=(0.4345,\,0.5578)$, hence $\omega=52.084^\circ$;
- $M=1$: $(K_I,K_{II})=(1.9322,\,-1.5055)$, hence $\omega=52.076^\circ$.

The sums of squares are $0.500$ and $6.000$, as (5) demands, and the two angles agree to $0.01^\circ$.

Setting $K_{II}=0$ in (6) and using (2),
$$\tan\omega=\frac mp=\frac{2\sqrt3M}{Pd}=\sqrt3\left(1-\frac hd\right), \tag{9}$$
which rearranges to the depth in (1). Also, (6) implies $K_I\cos\omega+K_{II}\sin\omega=p/\sqrt2$; at $K_{II}=0$ this gives the $K_I$ in (1). A root search using the numerical tip factors gives $d^*/h=3.8617$.

## Second derivation: matrix factorization

This route uses force and moment equilibrium, with no energy balance, and yields $\omega$ as an integral. Again $d=1$.

**Equilibrium.** The layer is pushed towards $+x$ by $P$ and held by the tractions ahead of the tip, which act on its lower face with reversed sign. Balance of horizontal force and of moment about the tip gives
$$\int_0^\infty\sigma_{xy}dx=P,\qquad \int_0^\infty x\sigma_{yy}dx=-\left(\tfrac12P+M\right), \tag{10}$$
and vertical balance gives $\int\sigma_{yy}dx=0$.

**Factors.** Since $L^2=(1+k^2)I$ and $L$ has zero trace, the eigenvalues of $S$ are $a\pm c\sqrt{1+k^2}$, and
$$\det S=a^2-c^2(1+k^2)=4e^{-2|k|}(\sinh^2k-k^2).$$
Write $S=r\exp(\theta L)$ with $r^2=\det S$ and
$$\theta=-\frac1{\sqrt{1+k^2}}\,\mathrm{artanh}\frac{2|k|\sqrt{1+k^2}}{e^{2|k|}-1-2k^2}. \tag{11}$$
Split $\ln r$ and $\theta$ by Cauchy integrals into parts analytic in the upper $(+)$ and lower $(-)$ half-planes; for example
$$\theta_+(k)=\frac1{2\pi i}\int_{-\infty}^{\infty}\frac{\theta(\xi)}{\xi-k}d\xi,\qquad \mathrm{Im}\,k>0 .$$
Then $S=G_+G_-$ with $G_\pm=r_\pm\exp(\theta_\pm L)$, because functions of the same $L$ commute. Here
$$\exp(\theta_+L)=\cosh(\Lambda\theta_+)I+\frac{\sinh(\Lambda\theta_+)}{\Lambda}L,\quad \Lambda=\sqrt{1+k^2}.$$
This is even in $\Lambda$, so the square root introduces no branch cut. As $L$ grows like $k$ and $\theta_\pm$ fall like $1/k$, the factors stay bounded at infinity.

**Solution.** The traction lives on $x>0$ and its transform $t_+$ is analytic above; the jump lives on $x<0$ and $\delta_-$ is analytic below. Put $q=-ik$ and $|k|=q^{1/2}(-q)^{1/2}$, each root being analytic in its own half-plane. Equation (4) becomes
$$q^{-1/2}G_+^{-1}t_+=-\frac{E'}4(-q)^{1/2}G_-\delta_- .$$
The two sides continue each other across the real axis, except at $k=0$. The tip singularity makes both decay as $1/q$ at infinity, and the remote loads permit a simple pole at $q=0$, as the limits below show. By Liouville's theorem both equal $C/q$ with constant $C$, so
$$t_+=q^{-1/2}G_+C. \tag{12}$$

**Small $q$: the loads fix $C$.** As $k\to0$, $\sinh^2k-k^2\to k^4/3$, so $r\to2k^2/\sqrt3$. Both $a$ and $|c|$ tend to $2|k|$, so the eigenvalue ratio gives
$$e^{2\theta}\to\frac{\det S}{(4|k|)^2}\to\frac{k^2}{12}.$$
As $r$ and $\theta$ are even in $k$, their limiting constants are shared equally between the factors:
$$r_+\to\left(\frac2{\sqrt3}\right)^{1/2}q,\qquad e^{\theta_+}\to12^{-1/4}q^{1/2}.$$
In terms of $q$, $L=\begin{pmatrix}1&-q\\q&-1\end{pmatrix}$. The leading entries of $G_+$ are
$$G_{11}=r_+e^{\theta_+}=\frac{q^{3/2}}{\sqrt3},\quad G_{22}=r_+e^{-\theta_+}=2q^{1/2},\quad G_{12}=-G_{21}=\tfrac12q\,G_{22}=q^{3/2}.$$
The off-diagonal term $G_{12}$ must be kept, since it is as large as $G_{11}$. Equation (12) then gives
$$t_{+,y}\to q\left(\frac{C_1}{\sqrt3}+C_2\right),\qquad t_{+,x}\to2C_2 .$$
But $t_+=\int t\,e^{-qx}dx$, so (10) requires $t_{+,x}\to P$ and $t_{+,y}\to q(P/2+M)$. Hence
$$C_2=\tfrac12P,\qquad C_1=\sqrt3M. \tag{13}$$
These loads, with $G_+^{-1}$ from the same entries, make the left side above diverge as $1/q$, which is the simple pole assumed.

**Large $q$: the tip field.** Define
$$\phi=-\frac1\pi\int_0^\infty\theta\,dk . \tag{14}$$
For large $k=iq$ the Cauchy integral gives $\theta_+\to-\phi/q$, while $\Lambda\to iq$ and $r_+\to1$. So $\Lambda\theta_+\to-i\phi$, and
$$G_+\to\begin{pmatrix}\cos\phi&\sin\phi\\-\sin\phi&\cos\phi\end{pmatrix}.$$
The transform of $K/\sqrt{2\pi x}$ is $K/\sqrt{2q}$. Comparison with (12) and (13) yields
$$K_I=\sqrt2\left(\sqrt3M\cos\phi+\tfrac12P\sin\phi\right),\quad K_{II}=\sqrt2\left(\tfrac12P\cos\phi-\sqrt3M\sin\phi\right).$$
With $\omega=\pi/2-\phi$ and $d$ restored, these are (6). Quadrature of (14) gives $\phi=37.922^\circ$ and $\omega=52.078^\circ$. The condition $K_{II}=0$ again leads to (9), now with $d^*/h=3.8618$.

## What selects the depth

Write $\tan\chi=m/p=\sqrt3(1-h/d)$. Equation (6) becomes
$$\frac{K_{II}}{K_I}=\tan(\omega-\chi).$$
At the interface, $d=h$, $\chi=0$ and the phase is $+52^\circ$. As $d\to\infty$, $\chi\to60^\circ$ and the phase tends to $-8^\circ$. Since $\chi$ rises steadily with $d$, there is one crossing. It exists because $\omega<60^\circ$; the small margin explains why the crack lies several film thicknesses down.

To find which way a displaced crack turns, use the tip Airy function $r^{3/2}F(\alpha)$, where $r,\alpha$ are now polar coordinates at the tip. Traction-free faces require $F=F'=0$ at $\alpha=\pm\pi$. The even solution is $3\cos\frac\alpha2+\cos\frac{3\alpha}2=4\cos^3\frac\alpha2$; the odd one is $\sin\frac\alpha2+\sin\frac{3\alpha}2=4\sin\frac\alpha2\cos^2\frac\alpha2$. Normalized by the stresses ahead, they give
$$\sigma_{\alpha\alpha}=\frac{\cos^2(\alpha/2)}{\sqrt{2\pi r}}\left[K_I\cos\frac\alpha2-3K_{II}\sin\frac\alpha2\right].$$
For small $K_{II}/K_I$ the bracket and prefactor vary as $K_I(1-\frac38\alpha^2)-\frac32K_{II}\alpha$, with a maximum at $\alpha=-2K_{II}/K_I$. If the crack follows the greatest hoop stress, then at $0.9d^*$, where $K_{II}/K_I=0.0193$, it turns by $-2.2^\circ$, into the substrate. At $1.1d^*$ the ratio is $-0.0151$ and it turns by $+1.7^\circ$, towards the surface. Both turns point back to $d^*$. This establishes the initial direction, not the whole subsequent path.

Energy alone does not select $d^*$. With $\eta=h/d$, (2) and (5) give
$$G=\frac{\sigma^2h}{2E'}[\eta+3\eta(1-\eta)^2]=\frac{\sigma^2h}{2E'}(4\eta-6\eta^2+3\eta^3).$$
The derivative of the last bracket is $(2-3\eta)^2\ge0$. Thus $G$ falls with depth, is greatest at the interface, and has no interior maximum.

## A worked case

Take round model parameters $h=10\ \mu$m, $\sigma=500$ MPa, $E'=150$ GPa and $K_{Ic}=0.80$ MPa$\sqrt{\rm m}$. Then $d^*=3.862\times10=38.6\ \mu$m, of which $28.6\ \mu$m is substrate. The loads are $P=5000$ N/m and $M=5000\times14.31\times10^{-6}=0.0716$ N. From (1), $K_I=0.5855\,\sigma\sqrt h$, so
$$K_I=0.5855\times500\times\sqrt{10^{-5}}=0.926\ \text{MPa}\sqrt{\rm m}.$$
This exceeds $K_{Ic}$, so the crack can run. The release rate is $G=K_I^2/E'=5.71$ J/m². The energy lost when the layer takes its least-energy linear strain profile is also $5.71$ J/m². At the interface $G$ would be $8.33$ J/m²; the steady path accepts $69\%$ of that.

At the same stress, $K_I=K_{Ic}$ gives the critical film thickness
$$h_c=\left(\frac{0.80}{0.5855\times500}\right)^2\text{m}=7.5\ \mu\text{m}.$$
A thinner film cannot drive this steady crack. The detached strip curls with radius $E'd^{*3}/(12M)=10.1$ mm.

Stressed metal films are used to lift thin layers from semiconductor wafers, with film thicknesses of micrometres to tens of micrometres and stresses of hundreds of megapascals; the example lies in that range. Such systems depart from the model through elastic mismatch, crystal anisotropy, finite wafer thickness and any handling tape, which adds its own load. The depth is sensitive to these: a cleavage plane that holds the crack straight against $|K_{II}/K_I|$ of only about $0.02$ can shift $d$ by $10\%$ at fixed $h$. Wafer thickness matters more than one might expect. In a free wafer of thickness $H$ the load $P$ compresses the upper surface by a stress of about $4P/H$, which relieves the layer ahead of the tip. With about twelve layer depths of substrate left below the crack, the steady depth is already nearer $2.8\,h$. A film 30% stiffer than the substrate shifts the depth the other way, by more than 20%. The factor $3.86$ is therefore the limit for matched, isotropic pairs on a very thick substrate, and only a first estimate for ordinary wafers.

## What each derivation assumes

Both derivations assume linear elasticity, equal isotropic constants, plane strain, a half-space, and a crack much longer than $d$. Both take $K_{II}=0$ as the path criterion. A thin free substrate bends and shares the load, which changes (2), (4), (5) and (10); elastic mismatch changes (3), (4) and (5); plastic flow in the film limits $\sigma$ and alters (2).

The first derivation also needs a steady energy balance, so that the release rate can be read from the layer far behind the tip. In return, it shows that a single angle is missing before any tip problem is solved. That angle comes from a numerical solution, and the same numerical scheme can be tried with another kernel, such as that of a mismatched pair, provided that (6) and the remote plate solution (8) are rederived for it.

The second derivation replaces the energy balance by equilibrium and obtains $K_I^2+K_{II}^2=E'G$ as a consequence. It depends on a special algebraic feature: $S$ is built from $I$ and one matrix $L$ that is linear in $k$ and has a scalar square. Where a changed geometry or mismatch destroys that feature, this factorization is unavailable, although the condition $K_{II}=0$ can still be applied to a numerical tip solution. The numerical output gives the values from both routes.

## Computed values

```
mode angle omega, integral (deg): 52.0781
phi (deg): 37.9219
omega, integral equation, P load (deg): 52.084
omega, integral equation, M load (deg): 52.076
K_I, K_II for P=1, formula: 0.4346 0.5578
K_I, K_II for P=1, numerical: 0.4345 0.5578
K_I, K_II for M=1, formula: 1.9323 -1.5054
K_I, K_II for M=1, numerical: 1.9322 -1.5055
d/h, formula: 3.8618
d/h, numerical root: 3.8617
K_I/(sigma sqrt(h)), formula: 0.5855
K_I/(sigma sqrt(h)), numerical: 0.5854
depth 0.9 d*: K_II/K_I = 0.0193, kink angle (deg) = -2.21
depth 1.1 d*: K_II/K_I = -0.0151, kink angle (deg) = 1.73
film thickness h (um): 10.0
film stress sigma (MPa): 500
plane-strain modulus E' (GPa): 150
toughness K_Ic (MPa sqrt(m)): 0.80
spall depth d (um): 38.62
substrate thickness removed d-h (um): 28.62
force P (N/m): 5000
moment M (N): 0.07155
K_I at steady depth (MPa sqrt(m)): 0.9257
G at steady depth (J/m^2): 5.713
G from least-energy profile (J/m^2): 5.713
G for a crack at the interface (J/m^2): 8.333
ratio G(steady)/G(interface): 0.6856
critical film thickness (um): 7.468
spall depth at critical thickness (um): 28.84
radius of spalled strip (mm): 10.062
largest error of traction matrix: 2.2e-16
```
